\section*{Elemental reference energies from total-energy regression at a single composition, part 2}

Total energies $E_i$ (eV) of bcc A--B cells are regressed on atom counts $\mathbf n_i$, the rows of $N$: $\boldsymbol\mu=(\mu_A,\mu_B)$ minimises $S=|\mathbf E-N\boldsymbol\mu|^2$. We seek the formation energies of AB and AB$_3$, the fit-independent energy differences, and the effect of adding one antisite cell or two pure cells.

For atomic fractions $\mathbf x=(x_A,x_B)$ and energy per atom $e$, the formation energy is
\begin{equation}
e_f=e-\mathbf x\cdot\boldsymbol\varepsilon , \label{eq:ef}
\end{equation}
with pure-element energies $\boldsymbol\varepsilon=(-4.0,-3.2)$; fitted references give $f=e-\mathbf x\cdot\boldsymbol\mu$.

Each atom has eight neighbours; bonds join corner to body-centre sites, which hold $p$ and $q$ B atoms. With $N_{AB}$ unlike bonds, $E=\mathbf n\cdot\boldsymbol\varepsilon+WN_{AB}$, $W=V_{AB}-\tfrac12(V_{AA}+V_{BB})=-0.05$, where $V_{AA},V_{BB},V_{AB}=-1.00,-0.80,-0.95$. For $q=0$, $N_{AB}=8p$. AB and AB$_3$ have $e=-3.8$ and $-3.5$.

The A$_3$B training cells have $\mathbf n_i=m_i\mathbf c$, $\mathbf c=(3,1)$, $\mathbf m=(1,2,2,4,4,4)$, $(p,q)=(1,0),(2,0),(1,1),(4,0),(3,1),(2,2)$, $\mathbf N_{AB}=(8,16,12,32,26,24)$; $|\mathbf m|^2=57$, $|\mathbf c|^2=10$.

The tempting solution used $f$ at $t=0$ as the formation energy. Its first fault: $N$ has rank 1 (singular values $\sigma_1$ and zero). Its second: it accepts an error comparable with the bonding term, which is itself the formation energy. With $a=\mathbf c\cdot\boldsymbol\mu$,
\[S=|\mathbf m|^2(a-\alpha)^2+S_{\min},\quad\alpha=\mathbf m\cdot\mathbf E/|\mathbf m|^2=-15.5439.\]
The minimisers are $\boldsymbol\mu(t)=\alpha\mathbf c/|\mathbf c|^2+t\mathbf v$, $\mathbf v=(1,-3)$, $t$ free; $t_\varepsilon=\boldsymbol\varepsilon\cdot\mathbf v/|\mathbf v|^2=0.56$. Four solvers gave $f$ (eV/atom):
\begin{center}
\begin{tabular}{lrrrr}
&A&AB&AB$_3$&B\\
$t=0$&$+0.6632$&$-0.6912$&$-1.1684$&$-1.6456$\\
$t=-0.5181$&$+1.1813$&$-1.2094$&$-2.2047$&$-3.2000$\\
$t=0.56$&$+0.1032$&$-0.1312$&$-0.0484$&$+0.0344$\\
$t=1$&$-0.3368$&$+0.3088$&$+0.8316$&$+1.3544$
\end{tabular}
\end{center}

Ridge regression, minimising $S+\lambda|\boldsymbol\mu-\boldsymbol\mu^0|^2$ with prior $\boldsymbol\mu^0$, gives
\begin{equation}
\boldsymbol\mu=\boldsymbol\mu^0+\mathbf c\,\frac{\mathbf m\cdot\mathbf E-|\mathbf m|^2\,\mathbf c\cdot\boldsymbol\mu^0}{|\mathbf m|^2|\mathbf c|^2+\lambda}. \label{eq:ridge}
\end{equation}
In the computed values, $\mathbf s$ is a constant energy added per atom of each element.

\subsection{The offset on the training composition}

The second fault remains when $t$ is chosen as well as possible. Inserting $E_i=m_i\,\mathbf c\cdot\boldsymbol\varepsilon+E_{f,i}$, with $E_{f,i}$ the formation energy per cell, into $\alpha$ gives
\begin{equation}
\delta\equiv\alpha-\mathbf c\cdot\boldsymbol\varepsilon=\frac{\sum_i m_iE_{f,i}}{|\mathbf m|^2}. \label{eq:delta}
\end{equation}
Since $E_{f,i}/m_i$ is the formation energy per formula unit, $\delta$ is its mean with weights $m_i^2$. In the model $E_{f,i}=WN_{AB,i}$ with $\mathbf m\cdot\mathbf N_{AB}=8+2(16+12)+4(32+26+24)=392$, so $\delta=-0.05\cdot392/57=-0.3439$ eV. The bonding term has one sign in all cells and is nearly proportional to cell size, so the regression absorbs its mean into $\boldsymbol\mu$. Every minimiser has $\mathbf c\cdot\boldsymbol\mu=\mathbf c\cdot\boldsymbol\varepsilon+\delta$, so for $\delta\neq0$ the point $\boldsymbol\varepsilon$ is not on the line. The table shows the same thing: $f(\mathrm A)=0$ needs $t=0.6632$ eV, while $f(\mathrm B)=-1.6456+3t=0$ needs $t\approx0.549$ eV.

Both faults appear in one formula. Resolving $\boldsymbol\mu-\boldsymbol\varepsilon$ along the two orthogonal vectors, its product with $\mathbf c$ is $\delta$ and its product with $\mathbf v$ is $10(t-t_\varepsilon)$, so $\boldsymbol\mu-\boldsymbol\varepsilon=\delta\,\mathbf c/10+(t-t_\varepsilon)\mathbf v$. With $\mathbf x\cdot\mathbf c=3-2x_B$,
\begin{equation}
f-e_f=-\mathbf x\cdot(\boldsymbol\mu-\boldsymbol\varepsilon)=-\frac{\delta}{10}(3-2x_B)-(t-t_\varepsilon)(1-4x_B). \label{eq:err}
\end{equation}
At $x_B=\tfrac14$ the second term vanishes and the first is $-\delta/4=+0.0860$ eV/atom. On the training composition $f$ is therefore unique but is not the formation energy: the ordered cells have $f=-0.1000+0.0860=-0.0140$ eV/atom, and the cell $(2,2)$, which is bound with respect to the elements, has $f=+0.0110$ eV/atom. For AB at $t=0$, the first term is $+0.0688$ and the second $-0.56$ eV/atom. In the limit $W=0$ the offset vanishes and $\boldsymbol\varepsilon$ lies on the line, but the data still do not say where.

\section{The right solution}

\subsection{Formation energies}

The fit cannot supply the formation energies of AB and AB$_3$. They follow from (\ref{eq:ef}) with the energies of the pure cells:
\begin{align}
e_f(\mathrm{AB})&=-3.8+\tfrac12(4.0+3.2)=-0.2000\ \text{eV/atom}=-19.3\ \text{kJ/mol},\nonumber\\
e_f(\mathrm{AB_3})&=-3.5+\tfrac14(4.0)+\tfrac34(3.2)=-0.1000\ \text{eV/atom}.
\end{align}
The tempting solution overstated the binding of AB by $0.4912$ eV/atom relative to this value, since (\ref{eq:err}) gives $f-e_f=0.0688-0.56=-0.4912$ eV/atom, and it put AB$_3$ below AB when the true order is the reverse.

\subsection{What the data determine}

The general rule holds for any number of elements. If $\boldsymbol\mu$ and $\boldsymbol\mu'$ both satisfy the normal equations, their difference $\mathbf d$ obeys $N^TN\mathbf d=0$; multiplying by $\mathbf d^T$ gives $|N\mathbf d|^2=0$, so $N\mathbf d=0$. Conversely, adding any $\mathbf d$ with $N\mathbf d=0$ leaves $S$ unchanged. A combination $\mathbf y\cdot\boldsymbol\mu$ is thus the same for all minimisers exactly when $\mathbf y$ is orthogonal to the null space of $N$. The null space is the set of vectors orthogonal to every row, so its orthogonal complement is the span of the rows. Hence $\mathbf y\cdot\boldsymbol\mu$ is determined if and only if $\mathbf y$ is a linear combination of the training count vectors. A common stoichiometry is sufficient for the deficiency but not necessary. Ternary cells A$_a$B$_b$C$_{a+b}$ have varying composition, yet their rows are $a(1,0,1)+b(0,1,1)$, the rank is 2 and $(1,1,-1)$ is a null vector. There $\mu_A-\mu_B$ is determined, being the difference of the two basis rows, and $\mu_C$ is not.

\subsection{What does not depend on the fit}

Consider a reaction with coefficients $\nu_j$, positive for products, among cells with given energies $E_j$. If it conserves atoms, $\sum_j\nu_j\mathbf n_j=0$, then
\begin{equation}
\sum_j\nu_j\,(E_j-\mathbf n_j\cdot\boldsymbol\mu)=\sum_j\nu_jE_j
\end{equation}
for every $\boldsymbol\mu$, on the line or off it. Formation from the elements is such a reaction, so $e_f=f-x_Af(\mathrm A)-x_Bf(\mathrm B)$. The first row of the table gives $-0.6912-\tfrac12(0.6632-1.6456)=-0.2000$ and the last gives $0.3088-\tfrac12(-0.3368+1.3544)=-0.2000$ eV/atom. Subtracting arbitrary references does no harm provided the elements are treated in the same way; the error was to set $f(\mathrm A)=f(\mathrm B)=0$. Differences at fixed composition are the simplest case: ordering from $(2,2)$ to $(4,0)$ in 16 atoms changes the energy by $-62.40+62.00=-0.40$ eV for any $t$.

The height above the convex hull is also invariant. For energies per atom $g_j$ at fractions $x_j$ it is
\begin{equation}
h_i=g_i-\min_{w}\sum_jw_jg_j,\qquad w_j\ge0,\quad\sum_jw_j=1,\quad\sum_jw_jx_j=x_i .
\end{equation}
By (\ref{eq:err}), $f$ and $e_f$ differ by a function $a_0+b_0x_B$. Adding it to all $g_j$ changes every admissible mixture by $a_0\sum_jw_j+b_0\sum_jw_jx_j=a_0+b_0x_i$, the same amount as $g_i$, so $h_i$ and the set of stable phases are unchanged. Over the ten cells the heights are $0.0250$ eV/atom for $(1,1)$ and $(2,2)$, $0.0188$ eV/atom for $(3,1)$, and zero for the three training cells with $q=0$ and for A, AB, AB$_3$ and B. A and B are the end points, and AB is a vertex of the hull, $0.2$ eV/atom below the tie line from A to B; the zeros of ordered A$_3$B and of AB$_3$ are a degeneracy of the model. For $q=0$, $N_{AB}=8p$ gives $e_f=8Wx_B$, which is linear in $x_B$ up to $x_B=\tfrac12$, so ordered A$_3$B lies exactly on the tie line from A to AB and the reaction A$_3$B $\to$ 2A $+$ AB has zero energy. The same holds for AB$_3\to$ AB $+$ 2B by interchange of the elements.

These invariances assume that the energies $E_j$ of the off-composition cells are known, as they are here. If they were instead predicted by a potential trained only on A$_3$B, their errors need not be linear in composition, and nothing above protects them.

\subsection{One antisite cell}

Take $k$ formula units of the ordered D0$_3$ structure (B on alternate corner sites) and put B on one more corner site. The counts are $\mathbf n^\ast=k\mathbf c+(-1,1)=(3k-1,\,k+1)$, and $q=0$ gives $N_{AB}=8(k+1)$. Let $B$ be the $2\times2$ matrix with rows $\mathbf c$ and $\mathbf n^\ast$, with $\det B=3(k+1)-(3k-1)=4$. The new normal matrix is $|\mathbf m|^2\mathbf c\mathbf c^T+\mathbf n^\ast\mathbf n^{\ast T}=B^T\,\mathrm{diag}(|\mathbf m|^2,1)\,B$, so its determinant is $16|\mathbf m|^2=912$ for every $k$. The rank is 2 and the minimiser is unique.

Because $B$ is invertible, $a=\mathbf c\cdot\boldsymbol\mu$ and $b=\mathbf n^\ast\cdot\boldsymbol\mu$ are independent variables, and the new sum is $|\mathbf m|^2(a-\alpha)^2+S_{\min}+(E^\ast-b)^2$. Its minimum has $a=\alpha$ and $b=E^\ast$: the added cell is fitted with zero residual whatever its energy, so its residual cannot reveal an error. The two equations are $3\mu_A+\mu_B=\alpha$ and $(3k-1)\mu_A+(k+1)\mu_B=E^\ast$. Multiplying the first by $k+1$ and subtracting the second leaves $4\mu_A$; multiplying the second by 3 and subtracting $3k-1$ times the first leaves $4\mu_B$:
\begin{equation}
\mu_A=\frac{(k+1)\alpha-E^\ast}{4},\qquad \mu_B=\frac{3E^\ast-(3k-1)\alpha}{4}. \label{eq:anti}
\end{equation}
Insert $\alpha=\mathbf c\cdot\boldsymbol\varepsilon+\delta$ and $E^\ast=\mathbf n^\ast\cdot\boldsymbol\varepsilon+8W(k+1)$. The parts containing $\boldsymbol\varepsilon$ form the same two equations with solution $\boldsymbol\varepsilon$, so by linearity
\begin{equation}
\mu_A-\varepsilon_A=\frac{(k+1)(\delta-8W)}{4},\qquad
\mu_B-\varepsilon_B=\frac{24W(k+1)-(3k-1)\delta}{4}. \label{eq:bias}
\end{equation}
For $k=4$ the cell is A$_{11}$B$_5$ with $N_{AB}=40$ and $E^\ast=-44-16-2=-62.00$ eV. Then $\mu_B-\varepsilon_B=(-6.0+11\cdot0.3439)/4\approx-0.554$ eV, $\boldsymbol\mu=(-3.9298,-3.7544)$ eV, and $f(\mathrm{AB})=-3.8+\tfrac12(3.9298+3.7544)=+0.0421$ eV/atom, which has the wrong sign. For $k=32$, the cell A$_{95}$B$_{33}$ has $N_{AB}=264$ and $E^\ast=-498.80$ eV; then $\mu_B-\varepsilon_B=(-39.6+95\cdot0.3439)/4\approx-1.73$ eV, $\boldsymbol\mu=(-3.5368,-4.9333)$ eV and $f(\mathrm{AB})=+0.4351$ eV/atom.

The larger cell gives the larger deviation, and (\ref{eq:bias}) shows why. The coefficient of $k$ in $\mu_B-\varepsilon_B$ is $\tfrac34(8W-\delta)$. The ordered host has formation energy $8W=-0.40$ eV per formula unit, while the training mean is $\delta=-0.3439$ eV. The fit assigns $k\alpha$ to the host, and the mismatch, accumulated over $k$ formula units, is charged to the single exchanged atom. If all training cells were ordered, $\delta=8W$, then (\ref{eq:bias}) would give $\mu_A=\varepsilon_A$ and $\mu_B-\varepsilon_B=[24W(k+1)-8W(3k-1)]/4=8W$ for every $k$. Then $\mu_B=\varepsilon_B+8W=8V_{AB}-4V_{AA}$, which is the energy change $8V_{AB}-8V_{AA}$ on exchanging one A for B in pure A, plus $\varepsilon_A$. It is still not the energy of pure B. This reading holds for the corner antisite, whose eight neighbours are all A. A B atom on a body site has four A and four B neighbours, so $N_{AB}=8k$, and (\ref{eq:anti}) with $\delta=8W$ gives $\mu_A-\varepsilon_A=\mu_B-\varepsilon_B=2W$ instead.

The conditioning also worsens with $k$. The product of the squared singular values is fixed at 912, while their sum, the trace $570+|\mathbf n^\ast|^2$, grows as $10k^2$; the larger one lies between half the trace and the whole trace, so the smaller singular value falls as $1/k$ at large $k$. It is $1.1296$ for $k=4$ and $0.2922$ for $k=32$. For independent errors of standard deviation $\sigma$ in each cell energy, $\alpha=\sum_im_iE_i/|\mathbf m|^2$ has variance $\sigma^2|\mathbf m|^2/|\mathbf m|^4=\sigma^2/|\mathbf m|^2$ and is independent of $E^\ast$, so (\ref{eq:anti}) gives
\begin{equation}
\operatorname{Var}\mu_B=\frac{\sigma^2}{16}\left[9+\frac{(3k-1)^2}{|\mathbf m|^2}\right].
\end{equation}
With the round value $\sigma=0.01$ eV the standard deviation is $0.0083$ eV for $k=4$ and $0.0323$ eV for $k=32$; sampling the noise gives $0.0084$ and $0.0321$ eV. At this noise level the systematic deviation (\ref{eq:bias}) is much the larger, so an error bar obtained from the noise does not measure the distance of $\boldsymbol\mu$ from $\boldsymbol\varepsilon$.

\subsection{Pure cells inside the regression}

Adding the two-atom cells of A and B adds the rows $(2,0)$ and $(0,2)$ with energies $2\varepsilon_A$ and $2\varepsilon_B$. They contribute $(2\varepsilon_A-2\mu_A)^2+(2\varepsilon_B-2\mu_B)^2=4|\boldsymbol\mu-\boldsymbol\varepsilon|^2$ to $S$, which is ridge regression towards $\boldsymbol\varepsilon$ with $\lambda=4$. The numerator in (\ref{eq:ridge}) is then $|\mathbf m|^2\delta=-0.05\cdot392=-19.6$ eV, so
\begin{equation}
\boldsymbol\mu-\boldsymbol\varepsilon=\mathbf c\,\frac{-19.6}{570+4}\ \text{eV}=(-0.1024,\,-0.0341)\ \text{eV}.
\end{equation}
The component along $\mathbf v$ is now correct, because the two pure cells have the same size: their penalty $4|\boldsymbol\mu-\boldsymbol\varepsilon|^2$ is isotropic, and (\ref{eq:ridge}) then moves $\boldsymbol\mu$ away from $\boldsymbol\varepsilon$ only along $\mathbf c$. For pure cells of $n_A$ and $n_B$ atoms the penalty is $n_A^2(\mu_A-\varepsilon_A)^2+n_B^2(\mu_B-\varepsilon_B)^2$, stationarity makes $\boldsymbol\mu-\boldsymbol\varepsilon$ proportional to $(3/n_A^2,\,1/n_B^2)$, and for $\delta\neq0$ its component along $\mathbf v$ vanishes only when $n_A=n_B$. Along $\mathbf c$ the six alloy cells outweigh them by 570 to 4, and nearly the whole offset survives. The regression returns $\boldsymbol\varepsilon$ only when $\delta=0$ or when the weight on the pure cells tends to infinity, which amounts to fixing $\boldsymbol\mu=\boldsymbol\varepsilon$ from pure-element calculations at the same level of theory and fitting nothing. A regressed $\boldsymbol\mu$ remains usable as a numerical baseline that makes the training targets of a potential small, as long as the same $\boldsymbol\mu$ is added back to every prediction and only balanced differences are reported.

The numerical check obtains all energies from explicit periodic bond sums and checks the closed forms against exact rank and null-space algebra, numerical least squares, linear solves, gradient descent, a linear-programming hull and sampled noise. For the added pure cells it prints the least-squares result, which agrees with the value derived above, and asserts only that it differs from $\boldsymbol\varepsilon$.

\section*{Computed values}
\begin{verbatim}
V_AA,V_BB,V_AB = -1.00, -0.80, -0.95 eV; W = -0.050 eV
eps_A, eps_B = -4.000, -3.200 eV/atom; c.eps = -15.200 eV
rank N = 1; N^T N = [[513, 171], [171, 57]]; det = 0
|m|^2 = 57; |c|^2 = 10; sigma_1 = 23.8747
m.E = -886.000 eV; m.N_AB = 392; alpha = -15.5439 eV
delta = -0.3439 eV; delta/4 = -0.0860 eV/atom; S_min = 0.11035 eV^2
alpha with per-atom weighting = -15.5542 eV
cell A3B1 p,q=(1, 0): N_AB=8 E=-15.60 eV; ef=-0.1000 f=-0.0140 hull=0.0000 eV/atom
cell A6B2 p,q=(2, 0): N_AB=16 E=-31.20 eV; ef=-0.1000 f=-0.0140 hull=0.0000 eV/atom
cell A6B2 p,q=(1, 1): N_AB=12 E=-31.00 eV; ef=-0.0750 f=+0.0110 hull=0.0250 eV/atom
cell A12B4 p,q=(4, 0): N_AB=32 E=-62.40 eV; ef=-0.1000 f=-0.0140 hull=0.0000 eV/atom
cell A12B4 p,q=(3, 1): N_AB=26 E=-62.10 eV; ef=-0.0813 f=+0.0047 hull=0.0188 eV/atom
cell A12B4 p,q=(2, 2): N_AB=24 E=-62.00 eV; ef=-0.0750 f=+0.0110 hull=0.0250 eV/atom
e(A,AB,AB3,B) = -4.0000, -3.8000, -3.5000, -3.2000 eV/atom
true ef(A,AB,AB3,B) = +0.0000, -0.2000, -0.1000, +0.0000 eV/atom; AB -19.3 kJ/mol
pseudoinverse: mu = -4.6632, -1.5544 eV, t = +0.0000 eV, S = 0.11035 eV^2
  f(A,AB,AB3,B) = +0.6632, -0.6912, -1.1684, -1.6456 eV/atom; AB -66.7 kJ/mol
drop column B: mu = -5.1813, +0.0000 eV, t = -0.5181 eV, S = 0.11035 eV^2
  f(A,AB,AB3,B) = +1.1813, -1.2094, -2.2047, -3.2000 eV/atom; AB -116.7 kJ/mol
ridge to eps, lam=1e-6: mu = -4.1032, -3.2344 eV, t = +0.5600 eV, S = 0.11035 eV^2
  f(A,AB,AB3,B) = +0.1032, -0.1312, -0.0484, +0.0344 eV/atom; AB -12.7 kJ/mol
descent from (-5,-5) eV: mu = -3.6632, -4.5544 eV, t = +1.0000 eV, S = 0.11035 eV^2
  f(A,AB,AB3,B) = -0.3368, +0.3088, +0.8316, +1.3544 eV/atom; AB +29.8 kJ/mol
t giving f(AB)=+1 eV/atom: 1.6912 eV, mu = -2.9719, -6.6281 eV
reactions A3B->2A+AB, AB3->AB+2B: 0.0000, 0.0000 eV
ordering (2,2)->(4,0) in 16 atoms, any t: -0.4000 eV
on-site shift s = +0.0000, -50.0000 eV, s.v = 150 eV
  pseudoinverse f(A,AB,AB3,B) = +15.6632, -15.6912, -31.1684, -46.6456 eV/atom
noise per cell sigma = 0.01 eV
k=4: A11B5 N_AB=40 E*=-62.00 eV; det=912; sigma_min=1.1296
  mu = -3.9298, -3.7544 eV; mu-eps = +0.0702, -0.5544 eV; f(AB) = +0.0421 eV/atom
  std mu_B: formula 0.0083 eV, Monte Carlo 0.0084 eV
k=32: A95B33 N_AB=264 E*=-498.80 eV; det=912; sigma_min=0.2922
  mu = -3.5368, -4.9333 eV; mu-eps = +0.4632, -1.7333 eV; f(AB) = +0.4351 eV/atom
  std mu_B: formula 0.0323 eV, Monte Carlo 0.0321 eV
with 2-atom A and B cells added: mu = -4.1024, -3.2341 eV, mu-eps = -0.1024, -0.0341 eV
ternary A_aB_bC_(a+b): rank 2, null vector [1, 1, -1]
1 eV/atom = 96.485 kJ/mol
\end{verbatim}
